# The Kramers-Pasternack recursion for hydrogenic radial moments: verification in Python

```python
"""
Result under test: the Kramers-Pasternack recursion for a one-electron atom,
  (k+1)/n^2 <r^k> - (2k+1)/Z <r^(k-1)>
      + k/(4 Z^2) [(2l+1)^2 - k^2] <r^(k-2)> = 0,   k > -2l-1,
and the separate result <r^-2> = Z^2 / (n^3 (l+1/2)).
Symbols: Z nuclear charge, n principal and l orbital quantum number,
u(r) = r R(r) normalized radial function, <r^k> = integral of r^k u^2,
A = limit of u / r^(l+1) at the origin, E energy. Hartree atomic units.
"""
from fractions import Fraction
from math import comb, factorial, sqrt
import numpy as np
import sympy as sp
from scipy import constants
from scipy.special import eval_genlaguerre, gammaln, roots_genlaguerre


def series_coefficients(n, l):
    """Coefficients of the polynomial in rho = 2 Z r / n (unnormalized u)."""
    return [Fraction((-1)**i * comb(n + l, n - l - 1 - i), factorial(i))
            for i in range(n - l)]


def polynomial_integral(n, l, k):
    """Integral of rho^k u^2 over rho, summed term by term."""
    c = series_coefficients(n, l)
    return sum(a * b * factorial(2*l + 2 + k + i + j)
               for i, a in enumerate(c) for j, b in enumerate(c))


def direct_moment(n, l, Z, k):
    """Exact <r^k> from the explicit wavefunction."""
    scale = Fraction(n, 2 * Z)
    return scale**k * polynomial_integral(n, l, k) / polynomial_integral(n, l, 0)


def origin_amplitude_squared(n, l, Z):
    c0 = series_coefficients(n, l)[0]
    return c0**2 * Fraction(2*Z, n)**(2*l + 3) / polynomial_integral(n, l, 0)


def recursion_coefficients(n, l, Z, k):
    """Factors of <r^k>, <r^(k-1)>, <r^(k-2)> in the recursion."""
    return (Fraction(k + 1, n**2), -Fraction(2*k + 1, Z),
            Fraction(k * ((2*l + 1)**2 - k**2), 4 * Z**2))


def upward_moments(n, l, Z, k_max):
    """Moments generated by the recursion from normalization alone."""
    m = {0: Fraction(1)}
    a, b, _ = recursion_coefficients(n, l, Z, 0)
    m[-1] = -a * m[0] / b
    for k in range(1, k_max + 1):
        a, b, c = recursion_coefficients(n, l, Z, k)
        m[k] = -(b * m[k - 1] + c * m[k - 2]) / a
    return m


def closed_forms(n, l, Z):
    L = l * (l + 1)
    forms = {
        -2: Fraction(2 * Z**2, n**3 * (2*l + 1)),
        -1: Fraction(Z, n**2),
        1: Fraction(3*n**2 - L, 2*Z),
        2: Fraction(n**2 * (5*n**2 + 1 - 3*L), 2 * Z**2),
        3: Fraction(n**2 * (35*n**4 + 25*n**2 - 30*n**2*L + 3*L**2 - 6*L),
                    8 * Z**3)}
    if l > 0:
        forms[-3] = Z * forms[-2] / L
    return forms


def numerical_level(Z, l, nodes, size=30, beta=1.0):
    """Energy for real l by diagonalization in a fixed-exponent basis."""
    x, w = roots_genlaguerre(size + 10, 2*l)
    j = np.arange(size)[:, None]
    norm = np.exp(0.5 * (gammaln(j + 1) - gammaln(j + 2*l + 3)))
    p = norm * eval_genlaguerre(j, 2*l + 2, x)
    dp = -norm * (j > 0) * eval_genlaguerre(np.maximum(j - 1, 0), 2*l + 3, x)
    slope = (l + 1 - x/2) * p + x * dp
    s = 2 * beta
    h = (0.5 * s**2 * (slope * w) @ slope.T
         + 0.5 * l * (l + 1) * s**2 * (p * w) @ p.T
         - Z * s * (p * w * x) @ p.T)
    return np.linalg.eigvalsh(0.5 * (h + h.T))[nodes]


def energy_slope(Z, l, nodes, d=5e-3):
    """Numerical dE/dl at fixed number of radial nodes."""
    e = [numerical_level(Z, l + m*d, nodes) for m in (-2, -1, 1, 2)]
    return (e[0] - 8*e[1] + 8*e[2] - e[3]) / (12*d)


# Commutator identity for arbitrary f and V, using only the radial equation.
r = sp.symbols("r", positive=True)
energy = sp.symbols("E")
f, V, u = [sp.Function(name)(r) for name in ("f", "V", "u")]


def apply_h(g):
    return -sp.diff(g, r, 2) / 2 + V * g


def apply_g(g):
    return f * sp.diff(g, r) - sp.diff(f, r) * g / 2


commutator = sp.expand((apply_h(apply_g(u)) - apply_g(apply_h(u))).doit())
commutator = commutator.subs(sp.diff(u, r, 2), 2 * (V - energy) * u)
expected = (2*sp.diff(f, r)*(energy - V) - f*sp.diff(V, r)
            + sp.diff(f, r, 3)/4) * u
assert sp.expand(commutator - expected) == 0

# Boundary bracket near the origin for u = r^(l+1), f = r^(k+1).
ls, ks = sp.symbols("l k", real=True)
u0 = r**(ls + 1)
w0 = r**(ks + 1) * sp.diff(u0, r) - (ks + 1) * r**ks * u0 / 2
bracket = u0 * sp.diff(w0, r) - sp.diff(u0, r) * w0
claimed = ks * (2*ls + 1 - ks) / 2 * r**(2*ls + 1 + ks)
assert sp.simplify(bracket / r**(2*ls + 1 + ks)
                   - claimed / r**(2*ls + 1 + ks)) == 0

# The explicit functions solve the radial equation.
for n in range(1, 5):
    for l in range(n):
        rho = 2 * 2 * r / sp.Integer(n)
        poly = sum(sp.Rational(c.numerator, c.denominator) * rho**i
                   for i, c in enumerate(series_coefficients(n, l)))
        wave = rho**(l + 1) * poly * sp.exp(-rho / 2)
        pot = sp.Rational(l*(l + 1), 2) / r**2 - 2 / r
        res = -sp.diff(wave, r, 2)/2 + (pot + sp.Rational(2, n**2)) * wave
        assert sp.simplify(res * sp.exp(rho / 2)) == 0

# Recursion, closed forms and edge relation against exact direct moments.
checked = 0
for Z in (1, 2, 3):
    for n in range(1, 7):
        for l in range(n):
            for k in range(-2*l, 6):
                coef = recursion_coefficients(n, l, Z, k)
                total = sum(c * direct_moment(n, l, Z, k - i)
                            for i, c in enumerate(coef))
                assert total == 0
                checked += 1
            for k, value in closed_forms(n, l, Z).items():
                assert value == direct_moment(n, l, Z, k)
            for k, value in upward_moments(n, l, Z, 3).items():
                assert value == direct_moment(n, l, Z, k)
            E = -Fraction(Z**2, 2 * n**2)
            edge = (-4*l*E*direct_moment(n, l, Z, -2*l - 1)
                    - (4*l + 1)*Z*direct_moment(n, l, Z, -2*l - 2))
            A2 = origin_amplitude_squared(n, l, Z)
            assert edge == -A2 * Fraction((2*l + 1)**2, 2)

# Which moments stay free when all relations and normalization are imposed?
Z, n, l_main = 2, 4, 2
powers = list(range(-5, 4))
rows = []
for k in range(-3, 4):
    row = [sp.Integer(0)] * len(powers)
    for i, c in enumerate(recursion_coefficients(n, l_main, Z, k)):
        row[powers.index(k - i)] = sp.Rational(c.numerator, c.denominator)
    rows.append(row)
rows.append([sp.Integer(int(p == 0)) for p in powers])
free = sp.Matrix(rows).nullspace()
assert len(free) == 1
free_powers = [p for p, v in zip(powers, free[0]) if v != 0]
assert free_powers == [-5, -4, -3, -2]

# Energy formula at non-integer l, and the Hellmann-Feynman slope.
l_real = 0.37
for nodes in range(4):
    formula = -Z**2 / (2 * (nodes + l_real + 1)**2)
    assert abs(numerical_level(Z, l_real, nodes) - formula) < 1e-8
slopes = {}
for l in range(n):
    slopes[l] = energy_slope(Z, l, n - l - 1)
    # Finite-difference truncation and rounding are both well below 1e-6.
    assert abs(slopes[l] - (l + 0.5)*float(direct_moment(n, l, Z, -2))) < 1e-6

# Worked example.
print(f"Nuclear charge Z = {Z}, principal quantum number n = {n}")
print(f"Energy E = {-Z**2 / (2*n**2):.6f} hartree")
print(f"Recursion relations verified exactly: {checked}")
print(f"Powers left free by recursion and normalization (l=2): {free_powers}")
print("Recursion for l = 2: factors of <r^k>, <r^(k-1)>, <r^(k-2)>")
generated = upward_moments(n, l_main, Z, 3)
for k in range(-1, 4):
    a, b, c = [float(v) for v in recursion_coefficients(n, l_main, Z, k)]
    print(f"  k={k:2d}: {a:.6f}, {b:.6f}, {c:.6f} (atomic units)")
for k in (-1, 1, 2, 3):
    print(f"  generated <r^{k}> = {float(generated[k]):.6f} bohr^{k}")
print("Direct integrals for each l:")
spreads, means = [], []
for l in range(n):
    m = {k: float(direct_moment(n, l, Z, k)) for k in (-2, -1, 1, 2, 3)}
    spreads.append(sqrt(m[2] - m[1]**2))
    means.append(m[1])
    print(f"  l={l}: <r^-2> = {m[-2]:.6f} bohr^-2, <r^-1> = {m[-1]:.6f} bohr^-1")
    print(f"       <r> = {m[1]:.4f} bohr, <r^2> = {m[2]:.4f} bohr^2")
    print(f"       <r^3> = {m[3]:.4f} bohr^3, spread = {spreads[-1]:.4f} bohr")
    print(f"       numerical dE/dl = {slopes[l]:.6f} hartree,"
          f" giving <r^-2> = {slopes[l]/(l + 0.5):.6f} bohr^-2")
assert all(a > b for a, b in zip(means, means[1:]))
for l in range(1, n):
    print(f"  l={l}: <r^-3> = {float(direct_moment(n, l, Z, -3)):.6f} bohr^-3")
A2 = float(origin_amplitude_squared(n, 0, Z))
print(f"l=0 amplitude A^2 = {A2:.6f} bohr^-3")
print(f"l=0 edge relation A^2/(2Z) = {A2/(2*Z):.6f} bohr^-2")
bohr = constants.physical_constants["Bohr radius"][0] / constants.angstrom
print(f"l=2 mean radius <r> = {float(generated[1]) * bohr:.4f} angstrom")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Nuclear charge Z = 2, principal quantum number n = 4
Energy E = -0.125000 hartree
Recursion relations verified exactly: 588
Powers left free by recursion and normalization (l=2): [-5, -4, -3, -2]
Recursion for l = 2: factors of <r^k>, <r^(k-1)>, <r^(k-2)>
  k=-1: 0.000000, 0.500000, -1.500000 (atomic units)
  k= 0: 0.062500, -0.500000, 0.000000 (atomic units)
  k= 1: 0.125000, -1.500000, 1.500000 (atomic units)
  k= 2: 0.187500, -2.500000, 2.625000 (atomic units)
  k= 3: 0.250000, -3.500000, 3.000000 (atomic units)
  generated <r^-1> = 0.125000 bohr^-1
  generated <r^1> = 10.500000 bohr^1
  generated <r^2> = 126.000000 bohr^2
  generated <r^3> = 1638.000000 bohr^3
Direct integrals for each l:
  l=0: <r^-2> = 0.125000 bohr^-2, <r^-1> = 0.125000 bohr^-1
       <r> = 12.0000 bohr, <r^2> = 162.0000 bohr^2
       <r^3> = 2340.0000 bohr^3, spread = 4.2426 bohr
       numerical dE/dl = 0.062500 hartree, giving <r^-2> = 0.125000 bohr^-2
  l=1: <r^-2> = 0.041667 bohr^-2, <r^-1> = 0.125000 bohr^-1
       <r> = 11.5000 bohr, <r^2> = 150.0000 bohr^2
       <r^3> = 2100.0000 bohr^3, spread = 4.2131 bohr
       numerical dE/dl = 0.062500 hartree, giving <r^-2> = 0.041667 bohr^-2
  l=2: <r^-2> = 0.025000 bohr^-2, <r^-1> = 0.125000 bohr^-1
       <r> = 10.5000 bohr, <r^2> = 126.0000 bohr^2
       <r^3> = 1638.0000 bohr^3, spread = 3.9686 bohr
       numerical dE/dl = 0.062500 hartree, giving <r^-2> = 0.025000 bohr^-2
  l=3: <r^-2> = 0.017857 bohr^-2, <r^-1> = 0.125000 bohr^-1
       <r> = 9.0000 bohr, <r^2> = 90.0000 bohr^2
       <r^3> = 990.0000 bohr^3, spread = 3.0000 bohr
       numerical dE/dl = 0.062500 hartree, giving <r^-2> = 0.017857 bohr^-2
  l=1: <r^-3> = 0.041667 bohr^-3
  l=2: <r^-3> = 0.008333 bohr^-3
  l=3: <r^-3> = 0.002976 bohr^-3
l=0 amplitude A^2 = 0.500000 bohr^-3
l=0 edge relation A^2/(2Z) = 0.125000 bohr^-2
l=2 mean radius <r> = 5.5564 angstrom
ALL CHECKS PASSED
```
